Kerker Mixing for a Long Conducting Oxide Slab

**What goes wrong**

Take a 24 nm layer of conducting, donor-rich oxide between thin insulating layers. Start at its converged electron density and tilt the electrostatic potential very slightly from one end to the other. Two steps of ordinary damped mixing, each accepting half of the new density, multiply the potential error by 2750. Charge sloshes between the ends, overshooting further each time. Stability can be bought with a much smaller mixing fraction, but the number of steps then grows roughly as the square of the length.

Kerker mixing filters the long waves out of each density update. It removes this growth when the conducting length increases at fixed insulator thickness. The filter itself slows convergence when the insulator is thickened, and a wholly insulating oxide does not need it.

**Model and linear error equation**

Hartree atomic units are used in the derivations. The density ρ(z) is the electron number density averaged over the layer plane, and the cell is periodic with period C = L + d: conducting length L, insulator thickness d. The ions are clamped, so the background permittivity ε_b is electronic. Exchange and correlation are left out at first. The electron potential energy is the band offset plus v(ρ − ρ_d), where ρ_d is the donor density and

v(q) = 4π/(ε_b q²) for q ≠ 0, v(0) = 0.

The potential gives subbands with energies E_i and real normalized orbitals φ_i(z). Free motion in the plane has density of states g = m/π per area, spin included. Integrating g times the Fermi function f upward from E_i gives the sheet density

N_i = g k_BT ln[1 + exp((μ − E_i)/k_BT)],

and μ is set by the fixed electron number. The output density is F[ρ] = Σ_i N_i φ_i². Mixing with fraction α and filter P reads

ρ_new = ρ + αP(F[ρ] − ρ).

Write ρ = ρ* + e, with ρ* = F[ρ*]. To first order F[ρ] = ρ* + χ₀ve, where χ₀ gives the density change caused by a potential change. Hence

e_new = (1 − αPε)e, ε = 1 − χ₀v.

**The response χ₀**

Let U be a small potential change with matrix elements U_ij. Perturbation theory gives

δφ_i = Σ_{j≠i} φ_j U_ij/(E_i − E_j), δN_i = g f_i(δμ − U_ii).

The orbital part of the density change is 2Σ_{i≠j} N_i φ_iφ_j U_ij/(E_i − E_j). Averaging each term with its partner under i ↔ j, which reverses the denominator, gives

δρ = Σ_{i≠j} [(N_i − N_j)/(E_i − E_j)] φ_iφ_j U_ij + g Σ_i f_i(δμ − U_ii)φ_i².

Conservation of ΣN_i requires δμ = Σf_iU_ii/Σf_i. Multiplying by −U and integrating gives

−∫Uχ₀U dz = −Σ_{i≠j} [(N_i − N_j)/(E_i − E_j)]U_ij² + g[Σf_iU_ii² − (Σf_iU_ii)²/Σf_i].

The first term is non-negative because N_i falls as E_i rises, the second by the Cauchy–Schwarz inequality. So −χ₀ is symmetric and non-negative.

Both P and v are diagonal in q and therefore commute. On neutral densities, a change of variables by v^½ and then P^(−½) turns Pε into

P^½(1 − v^½χ₀v^½)P^½.

This matrix is symmetric and positive, so the eigenvalues λ of Pε are real and positive. An error mode is multiplied by 1 − αλ per step, and stability near the solution requires αλ_max < 2. With α = 1/λ_max the slowest mode is multiplied by 1 − λ_min/λ_max per step, so the step count scales as λ_max/λ_min when that ratio is large. For plain mixing, P = 1, every λ is at least 1.

**The wavevector filter**

In a uniform degenerate gas, a slowly varying U shifts the local kinetic energy available below μ, so δρ = −(∂n/∂μ)U. For q ≠ 0 there is no shift of μ. From n = k_F³/(3π²) and μ = k_F²/(2m),

∂n/∂μ = (k_F²/π²)(dk_F/dμ) = (k_F²/π²)(m/k_F) = mk_F/π².

Therefore

ε(q) = 1 + k₀²/q², k₀² = 4mk_F/(πε_b).

The filter that cancels this factor is its inverse:

P(q) = q²/(q² + k₀²).

It passes short waves and multiplies long ones by about q²/k₀². The value P(0) is immaterial because input and output hold the same number of electrons.

**Plain mixing: growth with length**

Use the local (Thomas–Fermi) response, with k²(z) = k₀² in the conductor and zero in the insulator. Let φ = ve be the potential of an error mode, so e = −(ε_b/4π)φ″. The response is −(ε_b/4π)k²(z)(φ + c), where c = −δμ. With ψ = φ + c, the equation εe = λe becomes

(λ − 1)(−ψ″) = k²(z)ψ.

Put z = 0 at the slab centre. The odd solution in the slab is sin κz, with κ² = k₀²/(λ − 1). In the insulator ψ is a straight line, and oddness with periodicity makes it vanish at the insulator's centre, a distance d/2 from the interface. Matching value and slope gives

κ cos(κL/2) = −(2/d) sin(κL/2).

With y = κL/2 this is

tan y = −yd/L, π/2 < y < π,
λ_max = 1 + (k₀L/2y)².

Even modes have a constant potential in the insulator, hence sin y = 0 and y ≥ π, so the odd mode is the largest. For L ≫ d, y → π and λ_max → 1 + (k₀L/2π)². For d ≫ L, y → π/2 and the growing term is four times as large.

**Kerker mixing: a bounded spectrum**

Apply P⁻¹ to Pεe = λe. Since P⁻¹ replaces q² by q² + k₀² in e,

−φ″ + k²(z)(φ + c) = λ(−φ″ + k₀²φ).

Multiply by φ and integrate over the cell. Charge conservation, ∫k²(φ + c)dz = 0, allows φ to be replaced by φ + c in the response term and is also the condition that c minimizes that term:

λ = [∫φ′² + min_c ∫k²(φ + c)²]/[∫φ′² + k₀²∫φ²].

Choosing c = 0 can only raise the numerator, and k² ≤ k₀², so λ ≤ 1.

For the lower bound, φ has zero mean, so ∫ψ² = ∫φ² + Cc² ≥ ∫φ². Replacing φ by ψ in the denominator therefore cannot raise the quotient. Its minimum Λ over all periodic ψ obeys

−ψ″ + k²(z)ψ = Λ(−ψ″ + k₀²ψ).

In the conductor this gives ψ″ = k₀²ψ. In the insulator it gives ψ″ = −p²ψ, with p² = Λk₀²/(1 − Λ). The lowest solution is even about the centre of each layer: a cosine in the insulator and a hyperbolic cosine in the conductor. Matching logarithmic slopes,

p tan(pd/2) = k₀ tanh(k₀L/2).

For k₀L ≫ 1 the last factor is 1. Put θ = pd/2. Then tan θ = k₀/p and

Λ = p²/(p² + k₀²) = cos²θ, θ tan θ = k₀d/2.

At finite L the strict bound is lower by an exponentially small amount. The actual λ_min cannot lie below the strict bound, and it approaches cos²θ as L grows. To see this, use the minimizing ψ, less its mean, as a trial φ. The denominator then loses k₀²(∫ψ)²/C, and ∫ψ stays finite because ψ decays into the conductor. The excess is thus at most of order 1/C.

The slowest mode lives in the insulator: the filter suppresses its update although no mobile charge screens there. For thin insulation cos²θ ≈ 1 − k₀d/2. For thick insulation between still longer conductors (k₀d ≫ 1 and L ≫ d), set θ = π/2 − δ with small δ. Then (π/2 − δ)/δ ≈ k₀d/2, so δ ≈ π/(k₀d + 2) and λ_min ≈ π²/(k₀d + 2)². The step count then grows as d².

**Pseudocode**

```
choose k0 from carrier density, mass and permittivity
P[q] = q^2/(q^2 + k0^2);  P[0] = 1
rho = donor density;  choose alpha
repeat
    V = band offset + v*(rho - donors)
    solve subbands; find mu; build F
    R = F - rho
    if sqrt(integral of R*(v R)) < tolerance: stop
    rho = rho + alpha * inverseFFT(P * FFT(R))
```

The stopping rule has a reason. Near the solution R = −εe, so v^½R = −(1 − v^½χ₀v^½)v^½e. The matrix in brackets has no eigenvalue below 1, so the Coulomb norm of the residual is at least that of the error. A plain density norm carries no such guarantee, because ε is not symmetric in it. With the Kerker filter Pε is symmetric in neither norm, so either may grow temporarily in a stable run.

With N grid points the filter costs of order N log N operations, against N³ for dense diagonalization. At fixed d and grid step, plain mixing needs about N² steps for long slabs, hence N⁵ operations in total; Kerker mixing needs about N³. The matrix χ₀ serves the analysis and is not needed in the loop.

**Worked example**

The conductor has 10²¹ electrons per cm³, m = 0.5 electron masses and ε_b = 6. The insulator is 2 nm thick with a 2 eV band offset, the temperature is 300 K and the grid step 0.2 nm. These give k_F = 3.094 nm⁻¹. Restoring the Bohr radius a₀ = 0.0529 nm,

k₀² = 4(0.5)(3.094)/(π × 6 × 0.0529) ≈ 6.2 nm⁻²,

so k₀ = 2.49 nm⁻¹ and the screening length is 0.40 nm.

In a uniform cell, the subband response gives 1/ε = 0.00934 at q = 0.242 nm⁻¹, where the filter is 0.00933. At 1.933 nm⁻¹ the values are 0.384 and 0.376: the quantum response is slightly weaker than the local one.

For L = 24 nm, the root is y ≈ 2.904 and k₀L/2 = 29.9, so

λ_max ≈ 1 + (29.9/2.904)² ≈ 107.

The full subband response also gives 107. With α = 0.5 the mode is multiplied by 1 − 53.4 = −52.4 per step, or about 2750 in two, as the nonlinear run found.

For the filter, k₀d/2 = 2.49 gives θ ≈ 1.141 and cos²θ = 0.174. Diagonalizing the local model gives λ_min = 0.184 at 30 nm and 0.179 at 60 nm; the excess over the limit roughly halves, consistent with the bound of order 1/C.

The table compares nonlinear runs. "Tilt" is the largest potential error after two steps at α = 0.5, relative to the initial tilt. "Steps" counts updates until the largest potential error, relative to the converged solution, is below 0.1 meV. Those runs start from the donor density with a 0.2% tilt and use α = 1/λ_max for each method and length.

```
L (nm)   tilt: plain  Kerker   steps: plain  Kerker
  3           1.01     0.46           19      21
  6          17.7      0.32           52      29
 12         216        0.25          163      34
 24        2750        0.25          564      37
```

At 24 nm the filter reduces the two-step tilt error by a factor of about 11,000. The Kerker ratio of 0.25 is (1 − 0.5)², as expected for a mode with λ near 1. From 12 to 24 nm the plain step count rises by a factor of 3.46, close to the ratio of λ_max, 106.9/31.4 = 3.4; the Kerker count rises by a factor of 1.09. At 3 nm the filter gains nothing in steps: its slow insulator mode costs as much as the weak sloshing it removes.

The Kerker eigenvalues at 24 nm run from 0.188 to 1.031. The upper bound of 1 assumed a local response with k² ≤ k₀². The full subband response need not obey it, and the converged density exceeds the donor density in places, which raises k² there. Allow a margin in α for the small excess.

Two tests bear on the numerical basis. At 6 nm, χ₀v agrees with central differences of F for a random neutral density change to a relative error of 3 × 10⁻¹⁰. Halving the grid step there changes λ_max from 10.394 to 10.390 and the Kerker λ_min from 0.2268 to 0.2263.

**Failure modes**

*Thick insulator.* At L = 12 nm, raising d from 2 to 4 to 8 nm lowers the Kerker λ_min from 0.201 to 0.084 to 0.031. A remedy within the local model is to keep k²(z) position dependent. Solve

−ψ″ + k²(z)ψ = (4π/ε_b)R,

and use R − (ε_b/4π)k²(z)ψ as the update direction. Integrating the equation over the cell gives ∫k²ψ = 0 for neutral R, so charge is conserved. This direction is ε⁻¹R for the local response. It was not run here.

*Wholly insulating oxide.* A gapped material responds by polarization proportional to the field, so its induced charge varies as q² times the potential. Then χ₀v tends to a constant at small q, and plain mixing has no long-wave divergence. The Kerker filter would still multiply these updates by q²/k₀² and stall them.

*Wrong k₀.* In a uniform conductor with true screening wavevector k, λ = (q² + k²)/(q² + k₀²), which runs between k²/k₀² and 1. Too small a k₀ forces α down; too large a k₀ slows the long waves.

*Poor starting density.* The stability condition is linear. Far from the solution, α may have to be reduced.

**Relation to real oxide layers**

The parameters are rough values for heavily donor-doped anatase TiO₂ beside a wide-gap oxide, a combination relevant to resistive memory. The carrier density is high, and weakly reduced layers have a smaller k₀. The permittivity of 6 applies to clamped ions. A device solver that lets the lattice respond uses the static permittivity, which is several times larger in anatase; k₀² then falls in inverse proportion, so sloshing sets in at greater lengths. The growing term in λ_max falls in the same proportion only if the insulator's permittivity rises by the same factor. Otherwise continuity of permittivity times ψ′ at the interface multiplies d in tan y = −yd/L by the ratio of conductor to insulator permittivity, which lowers y when that ratio exceeds 1. At 12 nm, permittivities of 30 and 9 reduce the term to about 0.29 of its value rather than 0.20. Anatase is anisotropic: with a rough normal mass of 4 electron masses, applied here to both layers, and k₀ left unchanged, k² doubles and the eigenvalues at 12 nm run from 0.22 to 1.95 (the lower value is about 0.21 if the insulator keeps a mass of 0.5). The stability limit on α falls from 1.94 to 1.02. Lowering the insulator's permittivity to 3, with the density held fixed, gives real parts from 0.20 to 1.26 at 12 nm. The upper value falls by about 0.01 when the grid step is halved and rises to about 1.31 at 24 nm. All are positive, so a sufficiently small α remains stable.

Local exchange, with the interaction divided by ε_b, has a kernel whose magnitude times ∂n/∂μ is 0.162. The uniform error factor becomes 0.838 + k₀²/q². Its sloshing term is unchanged, while the matched filter has k₀² larger by 1/0.838 = 1.19, apart from an overall factor absorbed in α. Tunnelling between periodic images is small: the estimated transmission is 2 × 10⁻⁷, which supports using one wavevector along z. Thermal smearing lowers k² by about 0.05% at fixed μ; at fixed density μ falls too, and the total reduction is about 0.1%.

In a reduced oxide the electrons may not be mobile, as the model assumes. Vacancy disorder and lattice distortion can localize them. If all were localized with a gap, the metallic k² would vanish, and with it both the sloshing and the reason for the filter. Partial localization lies outside this model. The complete set of values is in the numerical output.

Table of computed values

```
electron density: 1.0e+21 cm^-3
mass: 0.50 m_e; electronic permittivity: 6.0
band offset: 2.0 eV; temperature: 300 K
insulator thickness: 2.0 nm; grid step: 0.2 nm
Fermi energy: 0.729 eV; k_F: 3.094 nm^-1
Kerker k0: 2.491 nm^-1; screening length: 0.402 nm
300 K k^2 / degenerate k0^2: 0.99948
q=0.242 nm^-1: 1/eps=0.00934, filter=0.00933
q=0.967 nm^-1: 1/eps=0.13197, filter=0.13092
q=1.933 nm^-1: 1/eps=0.38422, filter=0.37599
TF L=30 nm: plain max=161.64 (formula 161.64), Kerker min=0.1840
TF L=60 nm: plain max=604.85 (formula 604.85), Kerker min=0.1786
Kerker lower bound, d=2 nm: 0.1735
L=3 nm: plain max=4.042 (TF 3.951)
  Kerker eigenvalues: 0.2764 to 1.0221
  steps to 0.1 meV: plain 19, Kerker 21
  two-step tilt ratio: plain 1.012, Kerker 0.4594
L=6 nm: plain max=10.394 (TF 10.258)
  Kerker eigenvalues: 0.2268 to 1.0291
  steps to 0.1 meV: plain 52, Kerker 29
  two-step tilt ratio: plain 17.73, Kerker 0.3185
L=12 nm: plain max=31.354 (TF 31.262)
  Kerker eigenvalues: 0.2008 to 1.0306
  steps to 0.1 meV: plain 163, Kerker 34
  two-step tilt ratio: plain 215.9, Kerker 0.2497
L=24 nm: plain max=106.858 (TF 106.908)
  Kerker eigenvalues: 0.1875 to 1.0307
  steps to 0.1 meV: plain 564, Kerker 37
  two-step tilt ratio: plain 2750, Kerker 0.2505
step-count ratio 24/12 nm: plain 3.46, Kerker 1.09
tilt suppression at 24 nm: 1.1e+04 times
response-matrix relative error: 2.8e-10
6 nm, 0.1 nm grid: plain max=10.390, Kerker min=0.2263
L=12 nm, d=4 nm: Kerker min=0.0842 (TF bound 0.0650)
L=12 nm, d=8 nm: Kerker min=0.0309 (TF bound 0.0201)
normal mass 4.0 m_e, L=12 nm: k^2 ratio=2.000
  Kerker eigenvalues: 0.2231 to 1.9540
insulator permittivity 3.0, L=12 nm: Kerker real parts 0.2025 to 1.2624
exchange kernel times density of states: 0.162
  resulting k^2 factor: 1.193
lowest barrier above Fermi level: 1.122 eV
WKB transmission through insulator: 2.1e-07
thermal energy / Fermi energy: 0.0354
```
